**Pair friction on two slow protons in linear response**

The program examines γ₂(R) = 2γ₁[1 + ⟨sin(kR)/(kR)⟩], where γ₁ is the friction on one proton, γ₂ the orientation-averaged total on two protons a distance R apart, and k the wavenumber, averaged with weight 1/[k ε(k,0)²] up to twice the Fermi wavenumber. It asserts that the static dielectric function and the low-frequency loss agree with direct sums over occupied states. It also asserts that the full Lindhard stopping integral at low speed, and a sampled sum over Fermi-surface scattering, reproduce the friction formulas. Further assertions cover the approach to 4γ₁ at small R and the oscillating tail at large R. For an electron density of 1.8×10²³ cm⁻³ the output gives γ₂/γ₁ = 2.55 at 0.1 nm, 3.98 at 0.01 nm and 4 at coalescence. A separate phase-shift model with a Yukawa potential gives a friction ratio of about 2.0 between charges two and one, so the factor four does not survive outside linear response in that model.

## Numerical check

```python
"""
Result under test: two protons at fixed separation R, moving slowly together in
an electron gas with linear (Lindhard) response, feel the orientation-averaged
total friction
    gamma2(R) = 2 gamma1 [1 + <sin(kR)/(kR)>],   gamma2 -> 4 gamma1 as R -> 0,
    gamma1 = m^2 e^4/(12 pi^3 eps0^2 hbar^3) * integral_0^{2kF} dk/(k eps(k,0)^2),
where <...> is the average over k with weight 1/(k eps(k,0)^2).
Symbols: kF Fermi wavenumber, vF Fermi speed, x = k/kF, u = v/vF,
Omega = m omega/(hbar kF^2), coupling = m e^2/(2 pi^2 eps0 hbar^2 kF).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn
from scipy.stats import qmc

e, hbar, m, eps0, mp = sc.e, sc.hbar, sc.m_e, sc.epsilon_0, sc.m_p
a0 = 4 * np.pi * eps0 * hbar**2 / (m * e**2)
nm = 1e-9

# ---------------- inputs of the worked example ----------------
density = 1.8e29            # electrons per m^3
ion_energy = 2000 * e       # molecular ion, shared equally by two protons
R_example = 0.1 * nm
gap = 0.7 * e               # rough gap, only for sizing its neglect
temperature = 300.0

kF = (3 * np.pi**2 * density) ** (1 / 3)
vF = hbar * kF / m
EF = 0.5 * m * vF**2
v = np.sqrt(2 * (ion_energy / 2) / mp)
coupling = m * e**2 / (2 * np.pi**2 * eps0 * hbar**2 * kF)


def h(a):
    """Principal value of integral_{-1}^{1} (1-s^2)/(s+a) ds."""
    return 2 * a + (1 - a * a) * (np.log(np.abs(1 + a) + 1e-300)
                                  - np.log(np.abs(1 - a) + 1e-300))


def eps_static(x):
    return 1 + coupling * h(x / 2) / x**3


def weight(x):
    return 1 / (x * eps_static(x) ** 2)


def gauss(a, b, n):
    t, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * t + 0.5 * (a + b), 0.5 * (b - a) * w


X, WX = gauss(0, 2, 400)
norm = np.sum(WX * weight(X))


def average(values):
    return np.sum(WX * weight(X) * values) / norm


def j0(z):
    return np.sinc(np.asarray(z) / np.pi)


prefactor = m**2 * e**4 / (12 * np.pi**3 * eps0**2 * hbar**3)
gamma1 = prefactor * norm
xc, wc = gauss(0, 2, 200)
quad_shift = abs(np.sum(wc * weight(xc)) / norm - 1)
assert quad_shift < 1e-4


def pair_ratio(R):
    return 2 * (1 + average(j0(X * kF * R)))


# ---- test: static screening and low-frequency loss from the definition ----
def eps_imaginary_frequency(x, U):
    """Sum over occupied states at the frequency i*U."""
    s0 = -x / 2

    def integrand(s):
        D = x * (s - s0)
        return (1 - s * s) * D / (D * D + U * U)
    pts = [p for p in (s0 - 10 * U, s0, s0 + 10 * U) if -1 < p < 1]
    val = quad(integrand, -1, 1, points=pts or None, limit=500)[0]
    return 1 + coupling / x**2 * val


U = 1e-3
for x in (0.6, 1.3, 2.5):
    e1, e2 = eps_imaginary_frequency(x, U), eps_imaginary_frequency(x, 2 * U)
    assert abs((2 * e1 - e2) / eps_static(x) - 1) < 1e-4
    slope = (e1 - e2) / U
    expected = np.pi * coupling / x**3 if x < 2 else 0.0
    assert abs(slope - expected) < 0.01 * np.pi * coupling / x**3


# ---- test: full finite-velocity stopping integral tends to gamma * v ----
def stopping(u, R, charges=2):
    """Orientation-averaged stopping force (N) with the full Lindhard function."""
    mu, wmu = gauss(0, 1, 80)
    total = 0.0
    for lo, hi in ((0, 2 - 2 * u), (2 - 2 * u, 2), (2, 2 + 2 * u)):
        x, wx = gauss(lo, hi, 200)
        xx, mm = x[:, None], mu[None, :]
        am, ap = xx / 2 - u * mm, xx / 2 + u * mm
        real = 1 + coupling / (2 * xx**3) * (h(am) + h(ap))
        imag = np.pi * coupling / (2 * xx**3) * (
            np.maximum(1 - am**2, 0) - np.maximum(1 - ap**2, 0))
        loss = imag / (real**2 + imag**2)
        form = 2 + 2 * j0(x * kF * R) if charges == 2 else np.ones_like(x)
        total += np.sum(wx * x * form * (loss @ (wmu * mu)))
    return e**2 * kF**2 / (2 * np.pi**2 * eps0) * total


u_small = 0.01
assert abs(stopping(u_small, 0, 1) / (gamma1 * u_small * vF) - 1) < 2e-3
for R in (0.0, R_example):
    s = stopping(u_small, R)
    assert abs(s / (pair_ratio(R) * gamma1 * u_small * vF) - 1) < 2e-3

# ---- test: golden-rule scattering of Fermi-surface electrons by the pair ----
sample = qmc.Sobol(6, seed=1).random_base2(18)


def directions(a, b):
    c = 2 * a - 1
    s = np.sqrt(1 - c * c)
    return np.stack([s * np.cos(2 * np.pi * b), s * np.sin(2 * np.pi * b), c], 1)


q = directions(sample[:, 0], sample[:, 1]) - directions(sample[:, 2], sample[:, 3])
axis = directions(sample[:, 4], sample[:, 5])
qn = np.maximum(np.linalg.norm(q, axis=1), 1e-4)
V = e**2 / (eps0 * (qn * kF) ** 2 * eps_static(qn))
golden = (2 * np.pi * hbar * (m * kF / hbar**2) ** 2 / (2 * np.pi) ** 6
          * (4 * np.pi) ** 2 * V**2 * (q[:, 2] * kF) ** 2)   # velocity along z


def scattering_friction(R, direction):
    phase = kF * R * np.sum(q * direction, axis=1)
    return np.mean(golden * np.abs(1 + np.exp(1j * phase)) ** 2)


assert abs(np.mean(golden) / gamma1 - 1) < 0.01
averaged_golden = scattering_friction(R_example, axis) / gamma1
assert abs(averaged_golden / pair_ratio(R_example) - 1) < 0.01

z = X * kF * R_example
j1_over_z = spherical_jn(1, z) / z
ratio_par = 2 * (1 + average(3 * (j0(z) - 2 * j1_over_z)))
ratio_perp = 2 * (1 + average(3 * j1_over_z))
golden_par = scattering_friction(R_example, np.array([0, 0, 1.0])) / gamma1
golden_perp = scattering_friction(R_example, np.array([1.0, 0, 0])) / gamma1
assert abs(golden_par / ratio_par - 1) < 0.01
assert abs(golden_perp / ratio_perp - 1) < 0.01

# ---- test: approach to four, against the scattering sum ----
k2_mean = average((X * kF) ** 2)
R_tiny = 0.01 * nm
tiny_phase = kF * R_tiny * np.sum(q * axis, axis=1)
deficit = np.mean(golden * (2 - 2 * np.cos(tiny_phase))) / gamma1
assert abs(deficit / (k2_mean * R_tiny**2 / 3) - 1) < 0.02
for R in np.linspace(0.001, 0.5, 50) * nm:
    assert 0 <= 4 - pair_ratio(R) <= k2_mean * R**2 / 3

# ---- test: oscillating tail at large separation ----
for Y in (100 * np.pi, 100.5 * np.pi):
    tail = quad(lambda x: weight(x) / x, 1e-4, 2, weight='sin', wvar=Y,
                limit=400)[0] / (Y * norm)
    edge = -weight(2.0) * np.cos(2 * Y) / (2 * Y**2 * norm)
    assert abs(tail / edge - 1) < 0.05
R_grid = np.linspace(0.05, 0.8, 751) * nm
ratios = np.array([pair_ratio(R) for R in R_grid])
i_min = int(np.argmin(ratios))
assert ratios[i_min] < 2

# ---- neglected: exchange-correlation, by the Hubbard local-field factor ----
P = eps_static(X) - 1
G = 0.5 * X**2 / (X**2 + 1)
hub = 1 / (X * (1 + (1 - G) * P) ** 2)
Pc = P + 1e-6j * P
loss_slope = (Pc / (1 + (1 - G) * Pc)).imag / (1e-6 * P)
assert np.allclose(loss_slope / X, hub, rtol=1e-6)
hub_norm = np.sum(WX * hub)
hub_ratio = 2 * (1 + np.sum(WX * hub * j0(X * kF * R_example)) / hub_norm)

# ---- neglected: gap; share of the loss in transfers below the gap ----
mu_gap = gap / (hbar * X * kF * v)
gap_share = average(np.minimum(1, mu_gap**3))
mu_mid = (np.arange(4000) + 0.5) / 4000
direct = average(np.array([3 * np.mean(mu_mid**2 * (mu_mid < g)) for g in mu_gap]))
assert abs(direct / gap_share - 1) < 0.01

# ---- neglected: Coulomb explosion under bare repulsion ----
repulsion = e**2 / (4 * np.pi * eps0 * R_example)
v_rel = np.sqrt(2 * repulsion / (mp / 2))
t_scaled = np.sqrt(2) + np.log(1 + np.sqrt(2))
flight = solve_ivp(lambda t, y: [y[1], 0.5 / y[0] ** 2], (0, t_scaled), [1, 0],
                   rtol=1e-9, atol=1e-11)
assert abs(flight.y[0, -1] - 2) < 1e-5
t_double = t_scaled * R_example / v_rel


# ---- neglected: nonlinear scattering, Yukawa potential (atomic units) ----
ell = np.arange(10)


def phase_shifts(Z, alpha, k):
    r0, r1 = 1e-3, 20.0
    c1 = -Z / (ell + 1)
    c2 = (-2 * Z * c1 + 2 * Z * alpha - k * k) / (4 * ell + 6)
    start = np.concatenate([1 + c1 * r0 + c2 * r0**2, c1 + 2 * c2 * r0])

    def rhs(r, y):
        w, dw = y[:10], y[10:]
        pot = -2 * Z * np.exp(-alpha * r) / r - k * k
        return np.concatenate([dw, -2 * (ell + 1) / r * dw + pot * w])
    y = solve_ivp(rhs, (r0, r1), start, method='DOP853',
                  rtol=1e-10, atol=1e-15).y[:, -1]
    w, dw = y[:10], y[10:] + ell * y[:10] / r1
    num = w * k * spherical_jn(ell, k * r1, True) - dw * spherical_jn(ell, k * r1)
    den = w * k * spherical_yn(ell, k * r1, True) - dw * spherical_yn(ell, k * r1)
    d = np.arctan(num / den)
    d[0] = d[0] % np.pi
    return d


def phase_friction(d, k):
    """Friction in units of hbar/a0^2."""
    return 4 * k * k / (3 * np.pi) * np.sum(
        (ell[:-1] + 1) * np.sin(d[:-1] - d[1:]) ** 2)


k_au = kF * a0
Zw, aw = 0.002, 1.2
born = Zw**2 * 4 / (3 * np.pi) * quad(
    lambda p: p**3 / (p * p + aw * aw) ** 2, 0, 2 * k_au)[0]
assert abs(phase_friction(phase_shifts(Zw, aw, k_au), k_au) / born - 1) < 0.01

nonlinear, alphas = {}, {}
for Z in (1, 2):
    def friedel(alpha):
        d = phase_shifts(Z, alpha, k_au)
        return 2 / np.pi * np.sum((2 * ell + 1) * d) - Z
    alphas[Z] = brentq(friedel, 0.8, 3.0, xtol=1e-7)
    d = phase_shifts(Z, alphas[Z], k_au)
    assert abs(d[-1]) < 1e-2 and np.all(d > -1e-6)
    nonlinear[Z] = phase_friction(d, k_au) * hbar / a0**2

# ---------------- printed numbers ----------------
to_eV_nm = nm / e
print(f"electron density = {density*1e-6:.2e} cm^-3")
print(f"density parameter rs = {(3/(4*np.pi*density))**(1/3)/a0:.3f} (Bohr radii)")
print(f"Fermi wavenumber kF = {kF*nm:.3f} nm^-1")
print(f"Fermi energy = {EF/e:.2f} eV")
print(f"Fermi speed = {vF:.3e} m/s")
print(f"molecular ion energy = {ion_energy/e:.0f} eV")
print(f"proton speed v = {v:.3e} m/s")
print(f"v/vF = {v/vF:.3f}")
print(f"separation R = {R_example/nm:.2f} nm")
print(f"kF*R = {kF*R_example:.3f}")
print(f"prefactor of gamma1 = {prefactor:.4e} kg/s")
print(f"integral dk/(k eps^2) = {norm:.5f}")
print(f"relative shift, 200 to 400 nodes = {quad_shift:.1e}")
print(f"gamma1 = {gamma1:.4e} kg/s")
print(f"single-proton stopping gamma1*v = {gamma1*v*to_eV_nm:.2f} eV/nm")
print(f"interference average at R = {average(j0(z)):.4f}")
print(f"gamma2/gamma1 at R, averaged = {pair_ratio(R_example):.4f}")
print(f"same from Fermi-surface scattering = {averaged_golden:.4f}")
print(f"gamma2/gamma1, R parallel to v = {ratio_par:.4f}")
print(f"same from scattering, parallel = {golden_par:.4f}")
print(f"gamma2/gamma1, R perpendicular to v = {ratio_perp:.4f}")
print(f"same from scattering, perpendicular = {golden_perp:.4f}")
print(f"pair stopping at R = {pair_ratio(R_example)*gamma1*v*to_eV_nm:.2f} eV/nm")
print(f"coalesced stopping = {pair_ratio(0)*gamma1*v*to_eV_nm:.2f} eV/nm")
print(f"mean k^2 = {k2_mean*nm**2:.1f} nm^-2")
for R in (0.2, 0.05, 0.02, 0.01, 0.0):
    print(f"gamma2/gamma1 at {R:.2f} nm = {pair_ratio(R*nm):.4f}")
print(f"4 - <k^2>R^2/3 at 0.01 nm = {4-k2_mean*R_tiny**2/3:.4f}")
print(f"lowest gamma2/gamma1 = {ratios[i_min]:.4f}")
print(f"separation at lowest ratio = {R_grid[i_min]/nm:.3f} nm")
s1, s2 = stopping(v / vF, 0, 1), stopping(v / vF, R_example)
print(f"finite-v / linear stopping, one proton = {s1/(gamma1*v):.4f}")
print(f"finite-v pair/single ratio at R = {s2/s1:.4f}")
print(f"Hubbard/RPA gamma1 = {hub_norm/norm:.4f}")
print(f"Hubbard gamma2/gamma1 at R = {hub_ratio:.4f}")
print(f"rough gap = {gap/e:.1f} eV")
print(f"share of loss below gap = {100*gap_share:.2f} %")
print(f"largest energy transfer = {2*m*v*(v+vF)/e:.2f} eV")
print(f"kB*T/EF at 300 K = {sc.k*temperature/EF:.5f}")
print(f"bare repulsion energy at R = {repulsion/e:.2f} eV")
print(f"time to double R = {t_double*1e15:.2f} fs")
print(f"path in that time = {v*t_double/nm:.2f} nm")
for Z in (1, 2):
    print(f"Yukawa screening length, Z={Z}: {a0/alphas[Z]/nm:.4f} nm")
    print(f"phase-shift friction, Z={Z}: {nonlinear[Z]:.4e} kg/s")
print(f"phase-shift / linear friction, Z=1 = {nonlinear[1]/gamma1:.3f}")
print(f"phase-shift / linear friction, Z=2 = {nonlinear[2]/(4*gamma1):.3f}")
print(f"phase-shift friction ratio Z=2 to Z=1 = {nonlinear[2]/nonlinear[1]:.3f}")
print("verified")
```

Printed output:

```
electron density = 1.80e+23 cm^-3
density parameter rs = 2.076 (Bohr radii)
Fermi wavenumber kF = 17.468 nm^-1
Fermi energy = 11.62 eV
Fermi speed = 2.022e+06 m/s
molecular ion energy = 2000 eV
proton speed v = 4.377e+05 m/s
v/vF = 0.216
separation R = 0.10 nm
kF*R = 1.747
prefactor of gamma1 = 1.5983e-14 kg/s
integral dk/(k eps^2) = 0.36250
relative shift, 200 to 400 nodes = 8.6e-11
gamma1 = 5.7938e-15 kg/s
single-proton stopping gamma1*v = 15.83 eV/nm
interference average at R = 0.2756
gamma2/gamma1 at R, averaged = 2.5511
same from Fermi-surface scattering = 2.5511
gamma2/gamma1, R parallel to v = 1.6060
same from scattering, parallel = 1.6060
gamma2/gamma1, R perpendicular to v = 3.0237
same from scattering, perpendicular = 3.0237
pair stopping at R = 40.38 eV/nm
coalesced stopping = 63.31 eV/nm
mean k^2 = 647.1 nm^-2
gamma2/gamma1 at 0.20 nm = 1.9121
gamma2/gamma1 at 0.05 nm = 3.5125
gamma2/gamma1 at 0.02 nm = 3.9151
gamma2/gamma1 at 0.01 nm = 3.9785
gamma2/gamma1 at 0.00 nm = 4.0000
4 - <k^2>R^2/3 at 0.01 nm = 3.9784
lowest gamma2/gamma1 = 1.8836
separation at lowest ratio = 0.178 nm
finite-v / linear stopping, one proton = 1.0144
finite-v pair/single ratio at R = 2.5403
Hubbard/RPA gamma1 = 1.2591
Hubbard gamma2/gamma1 at R = 2.5711
rough gap = 0.7 eV
share of loss below gap = 0.32 %
largest energy transfer = 12.24 eV
kB*T/EF at 300 K = 0.00222
bare repulsion energy at R = 14.40 eV
time to double R = 3.09 fs
path in that time = 1.35 nm
Yukawa screening length, Z=1: 0.0427 nm
phase-shift friction, Z=1: 7.4045e-15 kg/s
Yukawa screening length, Z=2: 0.0398 nm
phase-shift friction, Z=2: 1.4857e-14 kg/s
phase-shift / linear friction, Z=1 = 1.278
phase-shift / linear friction, Z=2 = 0.641
phase-shift friction ratio Z=2 to Z=1 = 2.006
verified
```
